# Low-Frequency Capacitance of an Intrinsic Silicon Surface

## Problem

A thick wafer of undoped silicon fills $x>0$. A planar gate lies on an oxide at its surface. The gate voltage changes so slowly that electrons and holes both stay in equilibrium with the neutral bulk.

(a) Find the semiconductor charge per area $Q_s$ and the capacitance $C_s=-dQ_s/d\psi_s$ as functions of the surface potential $\psi_s$.

(b) Where is $C_s$ smallest, and what length sets its value there at 300 K?

(c) Where in the silicon does a small added charge sit?

(d) How do a finite wafer thickness and a small uniform doping change the result near flat band?

(e) Evaluate the gate capacitance for a 10 nm oxide on a 500 µm wafer, and decide whether a real wafer at 300 K would show the ideal minimum.

Take $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$ and relative permittivities 11.7 for silicon and 3.9 for oxide.

## Solution

### (a) Charge and capacitance

Measure the potential $\psi(x)$ from the neutral bulk and write $u=q\psi/kT$, with $q>0$. A positive potential attracts electrons. For non-degenerate carriers, Boltzmann statistics give

$$n=n_i e^{u},\qquad p=n_i e^{-u}.$$

There are no dopant ions, so the charge density is

$$\rho=q(p-n)=-2qn_i\sinh u .$$

Let $\varepsilon$ be the full permittivity of silicon. Poisson's equation, $\psi''=-\rho/\varepsilon$, multiplied by $q/kT$, becomes

$$u''=\frac{2q^2n_i}{\varepsilon kT}\sinh u=\frac{\sinh u}{L^2},
\qquad L=\sqrt{\frac{\varepsilon kT}{2q^2n_i}} .$$

In Gaussian units $\varepsilon$ is replaced by $\varepsilon_r/4\pi$, which gives $L=\sqrt{\varepsilon_r kT/(8\pi e^2n_i)}$.

Multiply by $u'$. The left side is then the derivative of $u'^2/2$, and the right side is the derivative of $\cosh u/L^2$. Deep in the bulk $u=0$ and $u'=0$, which fixes the integration constant:

$$\tfrac12u'^2=\frac{\cosh u-1}{L^2}.$$

Since $\cosh u-1=2\sinh^2(u/2)$,

$$u'^2=\frac{4}{L^2}\sinh^2\frac u2 .$$

The potential must decay into the bulk, so $u'$ has the sign opposite to $u$:

$$u'=-\frac2L\sinh\frac u2 .$$

The surface field is therefore

$$E_s=-\psi'(0)=\frac{2kT}{qL}\sinh\frac{q\psi_s}{2kT}.$$

Integrating $\varepsilon\,dE/dx=\rho$ from the surface to the field-free bulk gives $Q_s=\varepsilon(0-E_s)$, or

$$Q_s=-\frac{2\varepsilon kT}{qL}\sinh\frac{q\psi_s}{2kT}.$$

In the derivative the factor $q/2kT$ from the argument cancels the prefactor $2kT/q$:

$$\boxed{C_s=-\frac{dQ_s}{d\psi_s}=\frac{\varepsilon}{L}\cosh\frac{q\psi_s}{2kT}}$$

The minus sign in the definition makes $C_s$ positive, because the gate carries the charge opposite to that in the silicon.

### (b) The minimum and its length

The slope of the capacitance is

$$\frac{dC_s}{d\psi_s}=\frac{\varepsilon}{L}\frac{q}{2kT}\sinh\frac{q\psi_s}{2kT}.$$

It is negative for $\psi_s<0$, zero at $\psi_s=0$ and positive for $\psi_s>0$. The single minimum is at flat band, where $C_s=\varepsilon/L$.

The local response explains this. A small change of potential changes the charge density by

$$\delta\rho=-\frac{q^2}{kT}(n+p)\,\delta\psi,\qquad n+p=2n_i\cosh u .$$

The total carrier density is least at $u=0$, so screening is weakest there. Bending the bands either way adds more of one carrier than it removes of the other.

At 300 K, $kT/q=0.025852$ V and $\varepsilon=1.0359\times10^{-12}$ F/cm. Hence

$$L^2=\frac{\varepsilon(kT/q)}{2qn_i}
=\frac{(1.0359\times10^{-12})(0.025852)}
{2(1.602\times10^{-19})(10^{10})}\ \mathrm{cm^2}
=8.36\times10^{-6}\ \mathrm{cm^2},$$

so $L=2.89\times10^{-3}$ cm $=28.9$ µm. The minimum is

$$\frac{\varepsilon}{L}=0.358\ \mathrm{nF/cm^2}.$$

The factor 2 in $L^2$ counts both carriers. A definition that counts one carrier gives 40.9 µm, and then the minimum is no longer $\varepsilon$ divided by that length. The value also depends on $n_i$: with $1.45\times10^{10}\ \mathrm{cm^{-3}}$, $L$ would be 24.0 µm.

### (c) The depth of the added charge

Let the surface potential change by $\delta\psi_s$. The perturbed Poisson equation is $\delta\psi''=-\delta\rho/\varepsilon$. Multiply it by $x$ and integrate by parts:

$$-\frac1\varepsilon\int_0^\infty x\,\delta\rho\,dx
=\big[x\,\delta\psi'\big]_0^\infty-\int_0^\infty\delta\psi'\,dx
=\delta\psi_s .$$

The boundary term vanishes because the perturbation decays exponentially. With $\delta Q_s=\int_0^\infty\delta\rho\,dx$,

$$\frac{\varepsilon}{C_s}=-\varepsilon\frac{\delta\psi_s}{\delta Q_s}
=\frac{\int_0^\infty x\,\delta\rho\,dx}{\int_0^\infty\delta\rho\,dx}
=\frac{L}{\cosh(q\psi_s/2kT)} .$$

Thus $\varepsilon/C_s$ is the mean depth of the added charge. It is $L$ at flat band. At $\psi_s=0.2$ V the formula gives 1.208 µm, and the centroid taken from a direct numerical solution of Poisson's equation is also 1.208 µm.

### (d) Finite thickness and doping

**Finite thickness.** Let a neutral contact hold $u=0$ at $x=W$. For $|u|\ll1$, $\sinh u\simeq u$, and the solution of $u''=u/L^2$ is

$$u(x)=u_s\frac{\sinh[(W-x)/L]}{\sinh(W/L)} .$$

Its surface slope is $-(u_s/L)\coth(W/L)$. The charge induced in the silicon and its back contact together is $-\varepsilon E_s$, so

$$C_s(0)=\frac{\varepsilon}{L}\coth\frac WL .$$

A slab with $W=1.5L$ has a flat-band capacitance 10.5 % above $\varepsilon/L$. For the 500 µm wafer, $W/L=17.3$ and the correction is negligible.

**Doping.** Let the bulk densities be $n_0$ and $p_0$, with ionized donors of net density $n_0-p_0$. Then

$$\rho=q\left(p_0e^{-u}-n_0e^u+n_0-p_0\right).$$

Define

$$L_b=\sqrt{\frac{\varepsilon kT}{q^2(n_0+p_0)}},\qquad
t=\frac{n_0-p_0}{n_0+p_0}.$$

Expanding the exponentials to third order turns Poisson's equation into

$$u''=\frac1{L_b^2}\left(u+\frac t2u^2+\frac16u^3+\cdots\right).$$

Multiplication by $2u'$ and integration from the bulk give

$$u'^2=\frac{u^2}{L_b^2}\left(1+\frac t3u+\frac1{12}u^2+\cdots\right).$$

Take the decaying root and use $\sqrt{1+y}=1+y/2-y^2/8+\cdots$:

$$u'=-\frac1{L_b}\left[u+\frac t6u^2+
\left(\frac1{24}-\frac{t^2}{72}\right)u^3+\cdots\right].$$

Since $Q_s=\varepsilon(kT/q)u'(0)$, differentiation with respect to $\psi_s=(kT/q)u_s$ yields

$$C_s=\frac{\varepsilon}{L_b}\left[1+\frac t3u_s+
\left(\frac18-\frac{t^2}{24}\right)u_s^2+\cdots\right].$$

For $t=0$ this reproduces the first terms of $\cosh(u_s/2)$. For any nonzero $t$ the slope at flat band is nonzero, so flat band is not the minimum. When $|t|\ll1$, setting the derivative to zero gives $t/3+u_s/4=0$, or $u_s=-4t/3$. Weak donor doping moves the minimum to negative surface potential.

### (e) The gate capacitor and the real wafer

The gate voltage measured from flat band is the silicon potential plus the oxide drop:

$$V_G-V_{FB}=\psi_s-\frac{Q_s}{C_{ox}} .$$

Here $V_{FB}$ is constant, since fixed oxide charge and the work-function difference do not change during the sweep. Differentiating with respect to the gate charge $-Q_s$ gives

$$\frac1C=\frac1{C_s}+\frac1{C_{ox}} .$$

At fixed $C_{ox}$, $C$ increases with $C_s$, so both have their minimum at flat band. The oxide capacitance is 345.3 nF/cm². At $\psi_s=0.2$ V, for example,

$$C_s=0.3583\times23.94=8.58\ \mathrm{nF/cm^2},\qquad
C=\frac{8.58\times345.3}{8.58+345.3}=8.37\ \mathrm{nF/cm^2}.$$

| $\lvert\psi_s\rvert$ (V) | $C_s$ (nF/cm²) | $C$ (nF/cm²) | $\lvert V_G-V_{FB}\rvert$ (V) |
|---:|---:|---:|---:|
| 0 | 0.358 | 0.358 | 0 |
| 0.1 | 1.27 | 1.26 | 0.100 |
| 0.2 | 8.58 | 8.37 | 0.201 |
| 0.4 | 410 | 188 | 0.461 |

Near flat band the silicon controls the total. For $q|\psi_s|\gg2kT$, $C_s\simeq(\varepsilon/2L)e^{q|\psi_s|/2kT}$, and it reaches $C_{ox}$ at $|\psi_s|=0.391$ V. Beyond this the oxide increasingly limits $C$.

**Comparison with a real wafer.** The oxide and wafer thicknesses are ordinary device values, but strict purity is not. A high-resistivity float-zone wafer may have, roughly, $4\times10^{11}$ residual donors per cm³, which is $40n_i$. With this doping and the other parameters fixed, the flat-band value rises to 1.60 nF/cm². The minimum becomes 0.603 nF/cm² and moves to $\psi_s=-0.139$ V. Interface traps also matter. A trap density $D_{it}$ per area and energy stores an extra charge $-q^2D_{it}\,\delta\psi_s$ at the surface, so $q^2D_{it}$ adds to $C_s$, provided the traps can follow the signal. Near flat band their response time is about $1/(2\sigma vn_i)$, roughly 5 ms at 300 K for a rough cross-section $\sigma=10^{-15}\ \mathrm{cm^2}$ and thermal velocity $v=10^7$ cm/s. A rough, low density of $10^{10}\ \mathrm{cm^{-2}eV^{-1}}$ adds 1.60 nF/cm², 4.5 times the ideal minimum. By these estimates, such a wafer would not show the ideal minimum at 300 K.

Heating restores nearly intrinsic behaviour but changes the length. With a rough effective gap of 1.21 eV in $n_i(T)$, $n_i$ is ten times the donor density near 394 K. The minimum then lies only 2.3 mV from flat band, but $L$ is about 1.7 µm. Then $\varepsilon/L$ is 6.3 nF/cm², and the same trap density still adds about a quarter to it.

**How slow is low frequency?** At $\psi_s=0.4$ V the silicon charge corresponds to $1.32\times10^{11}$ electrons per cm², 265 times the number $n_iW$ in the neutral wafer. They must enter through the contact or be generated. Generation through midgap centres cannot exceed the rate $n_i/2\tau$, which is reached only where both carriers are fully depleted. With $\tau=1$ ms and this rate throughout the wafer, filling would take about 0.5 s. That is a lower bound on filling the whole layer from flat band by bulk generation, not the response time to a small signal about that bias: with both densities only 10 % below $n_i$ the rate is ten times smaller. Even with carriers supplied by the contact, the wafer resistance and gate capacitance give an $RC$ time of a few ms at this bias, for rough mobilities of 1400 and 450 cm²/Vs. The surface layer takes one carrier type only, so the resistance is close to $W/(q\mu n_i)$ with the mobility of that carrier. This gives about 4 ms for electrons at $+0.4$ V and about 13 ms for holes at $-0.4$ V. Both are slight overestimates. At large bending $e^{-|u|}\simeq\tanh^2(x/2L)$, so the carrier-rich layer shortens the resistive path by about $2L$, or 12 % of $W$. The signal period must be long compared with the supply time that applies.

**Large band bending.** Boltzmann statistics remain good at 0.4 V. With a rough conduction-band density of states $N_c=2.9\times10^{19}\ \mathrm{cm^{-3}}$, Fermi–Dirac statistics for the electrons lower $C_s$ by about 0.05 %, and by 5 % at 0.52 V. The wave nature of the electrons matters sooner. At a hard wall the states vary as $\sin^2kx$, and their thermal average reduces the density by the fraction $e^{-2mkTx^2/\hbar^2}$. Integrating this fraction over $x$ gives a missing depth

$$d=\frac{\sqrt\pi}{2}\frac{\hbar}{\sqrt{2mkT}} .$$

For a (100) surface, averaging over two valleys with $m=0.92m_e$ and four with $m=0.19m_e$ gives 2.0 nm. This is 8 % of $\varepsilon/C_s=25$ nm at 0.4 V. Treat the missing depth as a layer without electrons. It adds a potential drop $|Q_s|d/\varepsilon$, so at fixed charge $\varepsilon/C_s$ grows by $d$ and $C_s$ falls by about 7 %. At fixed $\psi_s$ the charge also falls by about 7 %, and $C_s\propto|Q_s|$ at large bending, so the total loss in $C_s$ is roughly 14 %. The estimate ignores the field's effect on the waves and treats the oxide as a hard wall. The real barrier of about 3.1 eV lets the waves penetrate; with a rough oxide mass of $0.5m_e$, $d$ drops to about 1.7 nm and the loss is correspondingly smaller. This is not the net correction, because the mean-field Poisson equation also omits correlation between the carriers. A rough local Debye–Hückel estimate lowers the electron energy at the surface by about 4 meV at 0.4 V and raises $C_s$ by about 10 %, an effect of similar size and opposite sign. The oxide field there is 0.06 MV/cm, far below a rough breakdown field of 10 MV/cm.

The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Temperature 300 K; kT/q = 25.852 mV
Relative permittivity Si 11.7, oxide 3.9
Si permittivity = 1.0359e-12 F/cm; n_i = 1.00e+10 cm^-3
Wafer 500 um; oxide 10 nm
Debye length L = 28.91 um
One-carrier length = 40.88 um
L if n_i were 1.45e10 cm^-3 = 24.01 um
Minimum C_s = 0.3583 nF/cm2; C_ox = 345.31 nF/cm2
psi_s V | cosh | C_s formula | C_s Poisson | C_gate nF/cm2 | VG-VFB V
 -0.40  1145.0441   410.3105   410.3267   187.5082  -0.46144
 -0.20    23.9379     8.5778     8.5779     8.3699  -0.20128
 -0.10     3.5311     1.2653     1.2654     1.2607  -0.10018
 -0.05     1.5052     0.5394     0.5394     0.5385  -0.05006
  0.00     1.0000     0.3583     0.3583     0.3580   0.00000
  0.05     1.5052     0.5394     0.5394     0.5385   0.05006
  0.10     3.5311     1.2653     1.2654     1.2607   0.10018
  0.20    23.9379     8.5778     8.5779     8.3699   0.20128
  0.30   165.5248    59.3135    59.3146    50.6188   0.30888
  0.40  1145.0441   410.3105   410.3267   187.5082   0.46144
C_s = C_ox at |psi_s| = 0.3911 V
Added-charge centroid at 0.2 V: Poisson 1.2077 um, formula 1.2077 um
Slab W=1.5L, flat-band C/(eps/L): 1.10480; coth: 1.10479
Wafer W/L = 17.30; coth(W/L)-1 = 1.90e-15
Residual donors (rough) = 4.0e+11 cm^-3 = 40 n_i
Doped: flat-band Debye length 6.460 um, C_s 1.6035 nF/cm2
Doped: relative slope dlnC/du at flat band: 0.3331; t/3: 0.3329
Doped: minimum C_s 0.6029 nF/cm2 at psi_s -0.1393 V
Effective gap for n_i(T) (rough) = 1.21 eV
n_i = 10 donors at T = 394.0 K; L there = 1.657 um
Minimum there at psi_s = -2.263 mV; -4t/3 rule -2.261 mV
Trap density (rough) 1.0e+10 /cm2/eV: C_it = 1.602 nF/cm2
C_it/minimum C_s = 4.47; equal at D_it = 2.24e+09 /cm2/eV
At 0.4 V: surface n = 5.24e+16 cm^-3; N_c (rough) = 2.9e+19 cm^-3
Degeneracy lowers C_s at 0.4 V by 0.048 %; by 5 % at 0.523 V
Wall missing depth: m=0.92 1.12 nm, m=0.19 2.47 nm, valley mean 2.02 nm
eps/C_s at 0.4 V = 25.25 nm; mean depth/this = 8.0 %
At 0.4 V: oxide field 0.0614 MV/cm, oxide drop 0.0614 V
Rough mobilities 1400, 450 cm2/Vs; lifetime 1 ms
Dielectric relaxation time = 0.350 us
Wafer RC time: flat band 6.04 us, 0.4 V 3.16 ms
Ambipolar diffusion time W^2/D = 0.142 ms
At 0.4 V: |Q_s|/q = 1.324e+11 cm^-2 = 265 times n_i W
Time to fill by bulk generation n_i/(2 lifetime) = 0.530 s
```
